# The Stern–Howard transformation for tilted ellipsoidal valleys

## Result

An electron in an ellipsoidal conduction-band valley has the kinetic energy

\[
T=\frac{\hbar^2}{2}\sum_{i,j=1}^{3} w_{ij}k_ik_j ,
\]

where \(w\) is the symmetric, positive definite reciprocal-mass tensor. Axes 1 and 2 lie in the surface, and axis 3 is the surface normal \(z\). The electron is bound by a potential \(V(z)\), and \(w\) is the same at every \(z\). Its energies are then

\[
E_n(k_1,k_2)=E_n+\frac{\hbar^2}{2}\sum_{a,b=1}^{2}\Omega_{ab}k_ak_b,
\qquad
\Omega_{ab}=w_{ab}-\frac{w_{a3}w_{b3}}{w_{33}} , \tag{1}
\]

where \(E_n\) are the levels of a one-dimensional particle in \(V(z)\) with the quantization mass

\[
m_z=\frac{1}{w_{33}} . \tag{2}
\]

For silicon with \(m_l=0.916\,m_0\) and \(m_t=0.190\,m_0\), this gives \(m_z=0.258\,m_0\) for all six valleys on (111). On (110) it gives \(0.315\,m_0\) for four valleys and \(0.190\,m_0\) for two. The values of \(m_l\) and \(m_t\) are model inputs, treated as exact in the arithmetic below; as properties of silicon they are to be read as about \(0.92\,m_0\) and \(0.19\,m_0\).

Equation (1) is exact within the following model. The band is parabolic, one valley is treated at a time, and spin and intervalley coupling are omitted. The wave vector is measured from the valley minimum, so \(k_1,k_2\) are measured from the projection of that minimum onto the surface. The envelope function vanishes at a hard wall or decays.

## Derivation

Since \(V\) depends on \(z\) alone, the in-plane wave vector is conserved. Write the envelope function as \(e^{i(k_1x+k_2y)}\psi(z)\) and define

\[
k_z=-i\frac{d}{dz},\qquad
b=w_{13}k_1+w_{23}k_2,\qquad
c=\sum_{a,b'=1}^{2}w_{ab'}k_ak_{b'} .
\]

The cross terms \(w_{a3}k_ak_z\) and \(w_{3a}k_zk_a\) both occur in the double sum and are equal, which produces a factor 2. The equation for \(\psi\) is therefore

\[
\left\{\frac{\hbar^2}{2}\left[w_{33}k_z^2+2b\,k_z+c\right]+V(z)\right\}\psi=E\psi . \tag{3}
\]

The term \(2bk_z\) couples the in-plane motion to the normal motion. For uniform \(w\), the number \(b\) commutes with \(k_z\), and the square can be completed:

\[
w_{33}\left(k_z+\frac{b}{w_{33}}\right)^2
=w_{33}k_z^2+2bk_z+\frac{b^2}{w_{33}} .
\]

The bracket in (3) is thus

\[
w_{33}\left(k_z+\frac{b}{w_{33}}\right)^2+c-\frac{b^2}{w_{33}} . \tag{4}
\]

The constant shift of \(k_z\) is removed by a phase. Set

\[
\psi(z)=e^{-i\kappa z}\zeta(z),\qquad \kappa=\frac{b}{w_{33}} . \tag{5}
\]

Differentiation gives

\[
k_z\psi=-i\left(-i\kappa\,\zeta+\zeta'\right)e^{-i\kappa z}
=e^{-i\kappa z}(k_z-\kappa)\zeta ,
\]

and hence \((k_z+\kappa)\psi=e^{-i\kappa z}k_z\zeta\). Applying \(k_z+\kappa\) once more gives \((k_z+\kappa)^2\psi=e^{-i\kappa z}k_z^2\zeta\). The potential commutes with the phase, so the common factor cancels from (3):

\[
\left[-\frac{\hbar^2w_{33}}{2}\frac{d^2}{dz^2}+V(z)\right]\zeta
=\left[E-\frac{\hbar^2}{2}\left(c-\frac{b^2}{w_{33}}\right)\right]\zeta . \tag{6}
\]

The operator on the left does not contain \(k_1\) or \(k_2\). The boundary conditions do not contain them either: \(|\psi|=|\zeta|\), so \(\zeta\) vanishes or decays wherever \(\psi\) does. The bracket on the right must therefore equal a level \(E_n\) of the problem with mass \(1/w_{33}\). Finally,

\[
c-\frac{b^2}{w_{33}}
=\sum_{a,b'}\left(w_{ab'}-\frac{w_{a3}w_{b'3}}{w_{33}}\right)k_ak_{b'} ,
\]

which is (1).

The phase leaves the density \(|\psi|^2=|\zeta|^2\) unchanged, so a Hartree calculation can take its charge density from \(\zeta\) alone. The phase does matter for operators that contain \(k_z\), such as the in-plane velocity \(\hbar(\sum_b w_{ab}k_b+w_{a3}k_z)\), even at a single \(\mathbf k\). It also matters in matrix elements between different in-plane wave vectors. The overlap of the normal functions of states \((n,\mathbf k)\) and \((n',\mathbf k')\) in one valley is

\[
\int \zeta_n^*\,\zeta_{n'}\,e^{i[\kappa(\mathbf k)-\kappa(\mathbf k')]z}\,dz ,
\]

which need not reduce to \(\delta_{nn'}\) when \(\kappa(\mathbf k)\ne\kappa(\mathbf k')\).

## Physical meaning

A bound level in one dimension is nondegenerate, so \(\zeta\) can be chosen real, and then \(\langle k_z\rangle_\zeta=0\). With (5),

\[
\langle k_z\rangle_\psi=-\frac{b}{w_{33}},\qquad
\langle v_z\rangle=\hbar\left(w_{33}\langle k_z\rangle_\psi+b\right)=0 .
\]

In a tilted valley, zero normal velocity does not mean zero normal wave number. The electron acquires the mean \(k_z\) that stops its drift along the normal.

Equation (4) also shows that the in-plane energy in (1) is the minimum of the bulk kinetic energy over \(k_z\) at fixed \(k_1,k_2\). A point \((k_1,k_2)\) lies inside the in-plane contour of energy \(\varepsilon\) if some \(k_z\) gives \(T\le\varepsilon\). The contour is therefore the shadow of the bulk ellipsoid on the surface plane. Setting \(k_z=0\) instead would give its section, with the tensor \(w_{ab}\), which overestimates the energy by \(\hbar^2b^2/(2w_{33})\).

## In-plane masses from the mass tensor

The shadow has a simple expression in terms of the mass tensor \(M=w^{-1}\). Write both tensors in blocks,

\[
w=\begin{pmatrix}A&g\\ g^{T}&w_{33}\end{pmatrix},\qquad
M=\begin{pmatrix}P&q\\ q^{T}&M_{33}\end{pmatrix},
\]

where \(A\) and \(P\) are \(2\times2\) blocks and \(g=(w_{13},w_{23})^T\). The first block column of \(wM=1\) reads

\[
AP+gq^{T}=1,\qquad g^{T}P+w_{33}q^{T}=0 .
\]

The second equation gives \(q^{T}=-g^{T}P/w_{33}\). Inserted into the first, it yields

\[
\left(A-\frac{gg^{T}}{w_{33}}\right)P=\Omega P=1 . \tag{7}
\]

The in-plane mass tensor \(\Omega^{-1}\) is thus the in-plane block of \(M\). The two directions follow opposite rules: the quantization mass is the inverse of an element of \(w\), while the in-plane masses are eigenvalues of a block of \(M\).

A determinant relation serves as a check. Subtract \(w_{a3}/w_{33}\) times row 3 of \(w\) from row \(a\), for \(a=1,2\). The determinant is unchanged, the upper two entries of column 3 become zero, and the upper left block becomes \(\Omega\). Hence \(\det w=w_{33}\det\Omega\). With in-plane principal masses \(m_a,m_b\) and \(\det w=1/(m_lm_t^2)\),

\[
m_z\,m_a\,m_b=m_l\,m_t^2 . \tag{8}
\]

The contour of energy \(\varepsilon\) above a subband bottom has semi-axes \(\sqrt{2m_a\varepsilon}/\hbar\) and \(\sqrt{2m_b\varepsilon}/\hbar\), and so encloses the area \(2\pi\varepsilon\sqrt{m_am_b}/\hbar^2\). Division by \((2\pi)^2\) and differentiation with respect to \(\varepsilon\) give the density of states per area, spin and valley as \(m_d/(2\pi\hbar^2)\), with \(m_d=\sqrt{m_am_b}\).

## Spheroidal valleys and silicon

Let the unit vector \(\mathbf a\) be the long axis of the valley and \(\theta\) its angle to the surface normal \(\mathbf n\). The tensors are

\[
w=\frac{1}{m_t}\,1+\left(\frac1{m_l}-\frac1{m_t}\right)\mathbf a\mathbf a^{T},
\qquad
M=m_t\,1+(m_l-m_t)\,\mathbf a\mathbf a^{T} .
\]

Since \(\mathbf n\cdot\mathbf a=\cos\theta\), the element \(w_{33}=\mathbf n^Tw\,\mathbf n\) gives

\[
\frac1{m_z}=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_t} . \tag{9}
\]

The projection of \(\mathbf a\) on the surface has length \(\sin\theta\). The in-plane block of \(M\) is therefore \(m_t\,1+(m_l-m_t)\sin^2\theta\,\mathbf u\mathbf u^{T}\), with \(\mathbf u\) the unit vector along that projection. Its eigenvalues are

\[
m_a=m_t\quad(\perp\mathbf u),\qquad
m_b=m_l\sin^2\theta+m_t\cos^2\theta\quad(\parallel\mathbf u) . \tag{10}
\]

The coupling element along \(\mathbf u\) is \(\sin\theta\cos\theta\,(1/m_l-1/m_t)\). It vanishes for \(\theta=0\), for \(\theta=90^\circ\) and for a spherical valley. In these cases shadow and section coincide.

Among prolate valleys (\(m_l>m_t\)) with given \(m_t\), the limit \(m_l\to\infty\) at \(0<\theta<90^\circ\) shows the coupling at its strongest. The ellipsoid becomes a cylinder, \(m_z\to m_t/\sin^2\theta\) stays finite, and \(m_b\to\infty\). The dispersion along \(\mathbf u\) becomes flat, because the electron can adjust \(k_z\) so as to move along the cylinder axis without cost in kinetic energy.

The six silicon valleys lie along the cubic axes.

**(111).** All valleys have \(\cos^2\theta=1/3\). Equations (9) and (10) give

\[
m_z=\frac{3m_lm_t}{m_t+2m_l}=0.258\,m_0,\qquad
m_a=m_t,\qquad m_b=\frac{m_t+2m_l}{3}=0.674\,m_0 .
\]

A threefold rotation about [111] permutes the cubic axes, so the ellipses of the three valley pairs are turned by \(120^\circ\) relative to one another.

**(110), four valleys.** The valleys on [100] and [010] have \(\cos^2\theta=1/2\), so

\[
m_z=\frac{2m_lm_t}{m_l+m_t}=0.315\,m_0,\qquad
m_a=m_t,\qquad m_b=\frac{m_l+m_t}{2}=0.553\,m_0 .
\]

Both axes project onto the line \([1\bar10]\), which is the heavy direction.

**(110), two valleys.** The [001] axis lies in the surface, so \(\cos\theta=0\), \(m_z=m_t=0.190\,m_0\), and the in-plane masses are \(m_t\) and \(m_l\). The heavy direction is [001], perpendicular to that of the other four valleys.

## Worked example: a triangular well

Take a hard wall at \(z=0\) and the potential \(V=eFz\) for \(z>0\), with \(F=10\) MV/m. This is a model of an inversion layer without self-consistent charge. Define

\[
\ell^3=\frac{\hbar^2w_{33}}{2eF},\qquad \zeta=\mathrm{Ai}\!\left(\frac z\ell-\epsilon\right),\qquad \epsilon=\frac{E}{eF\ell}.
\]

From \(\mathrm{Ai}''(s)=s\,\mathrm{Ai}(s)\) and \(\hbar^2w_{33}/(2\ell^2)=eF\ell\), it follows that

\[
-\frac{\hbar^2w_{33}}{2}\zeta''+eFz\,\zeta
=\left[-eF\ell\left(\frac z\ell-\epsilon\right)+eFz\right]\zeta
=eF\ell\,\epsilon\,\zeta=E\zeta .
\]

The wall requires \(\mathrm{Ai}(-\epsilon)=0\), so \(\epsilon=|a_n|\), with \(|a_1|=2.33811\) and \(|a_2|=4.08795\). Therefore

\[
E_n=|a_n|\,eF\ell
=|a_n|\left(\frac{\hbar^2w_{33}}{2}\right)^{1/3}(eF)^{2/3} . \tag{11}
\]

The results are, with masses in \(m_0\) and energies in meV:

| Surface | Valleys | \(m_z\) | \(m_a,\;m_b\) | \(m_d\) | \(E_1\) | \(E_2\) |
|---|---|---|---|---|---|---|
| (001) | 2 | 0.916 | 0.190, 0.190 | 0.190 | 37.6 | 65.7 |
| (001) | 4 | 0.190 | 0.190, 0.916 | 0.417 | 63.5 | 111.1 |
| (110) | 4 | 0.315 | 0.190, 0.553 | 0.324 | 53.7 | 93.9 |
| (110) | 2 | 0.190 | 0.190, 0.916 | 0.417 | 63.5 | 111.1 |
| (111) | 6 | 0.258 | 0.190, 0.674 | 0.358 | 57.3 | 100.3 |

Since \(E_n\propto m_z^{-1/3}\), the valleys with the largest quantization mass lie lowest. These are the two valleys along the normal on (001) and the four tilted valleys on (110). On (111) the six valleys remain degenerate in this model.

The coupling can be followed in the [001] valley on (111). Let axis 2 point along \([11\bar2]\), which is antiparallel to the projection of [001] on the surface and makes \(w_{23}\) positive, and take \(k_1=0\), \(k_2=0.5\) nm⁻¹. In units of \(1/m_0\), the tensor elements are \(w_{22}=2.4822\), \(w_{23}=1.9664\) and \(w_{33}=3.8727\). Then

\[
\Omega_{22}=2.4822-\frac{1.9664^2}{3.8727}=1.4837,
\qquad \frac{1}{1.4837}=0.674 .
\]

With \(\hbar^2/(2m_0)=0.038100\) eV nm² and \(eF=0.01\) eV/nm,

\[
\ell=\left(\frac{0.038100\times3.8727}{0.01}\right)^{1/3}\text{nm}=2.453\ \text{nm},
\]

\[
E_1=2.33811\times0.01\times2.4527\ \text{eV}=57.35\ \text{meV}.
\]

The in-plane energy is \(0.038100\times1.4837\times0.5^2\) eV \(=14.13\) meV, and the total is 71.48 meV. Diagonalizing (3) on a grid, with the linear term kept, gives the same total to the digits shown. The mean normal wave number on the grid is \(-0.2539\) nm⁻¹, in agreement with \(-b/w_{33}\).

Dropping the linear term replaces \(\Omega_{22}\) by \(w_{22}\). The in-plane mass becomes \(0.403\,m_0\), the in-plane energy 23.64 meV and the total 80.99 meV. The error of 9.51 meV is about two thirds of the correct in-plane energy. A different error is to take the element \(M_{33}=0.432\,m_0\) as the quantization mass in place of \(1/w_{33}=0.258\,m_0\).

The same comparison with (3) was made for three valleys on each of the three surfaces, for two levels each, with both in-plane components nonzero. The largest deviation from (1) is \(1.7\times10^{-4}\) meV.

## When the tensor varies with depth

In a heterostructure \(w\) may differ between layers. Several Hermitian orderings of \(w(z)\) and \(k_z\) are possible, and at an abrupt interface they give different matching conditions and different levels. The results of this section hold for the ordering that places \(w_{33}\) between the two factors \(k_z\) and symmetrizes the linear term. The Hamiltonian is then

\[
H=\frac{\hbar^2}{2}\left[k_zw_{33}k_z+k_zb+b\,k_z+c\right]+V,
\]

where \(w_{33}\), \(b\) and \(c\) now depend on \(z\). The valley minimum is assumed to lie at the same wave vector in every layer, so that \(\mathbf k\) is measured from one common point. This form makes \(\psi\) and \((w_{33}k_z+b)\psi\) continuous at an interface. The square is still complete, since

\[
\left(k_z+\frac b{w_{33}}\right)w_{33}\left(k_z+\frac b{w_{33}}\right)
=k_zw_{33}k_z+k_zb+b\,k_z+\frac{b^2}{w_{33}} .
\]

The phase becomes an integral,

\[
\psi=e^{-i\chi(z)}\zeta,\qquad \chi(z)=\int^z\frac{b(z')}{w_{33}(z')}\,dz' ,
\]

and \((k_z+\chi')\psi=e^{-i\chi}k_z\zeta\), as before. What remains is

\[
\left[\frac{\hbar^2}{2}k_zw_{33}(z)k_z+V(z)+\frac{\hbar^2}{2}\mathbf k\cdot\Omega(z)\cdot\mathbf k\right]\zeta=E\zeta . \tag{12}
\]

The linear term is gone. If \(\Omega\) differs between the layers, however, the in-plane energy acts as a potential that depends on \(z\), and (1) no longer holds. Let \(\zeta_0\) be the normalized ground state at \(\mathbf k=0\), with energy \(E_0\). Used as a trial function in (12), it gives

\[
E(\mathbf k)\le E_0+\frac{\hbar^2}{2}\,\mathbf k\cdot\langle\Omega\rangle\cdot\mathbf k,
\qquad \langle\Omega\rangle=\int|\zeta_0|^2\,\Omega(z)\,dz . \tag{13}
\]

The right side is also first-order perturbation theory, so \(\langle\Omega\rangle\) is the reciprocal mass at small \(k\). The perturbation is proportional to \(k^2\), and its second-order correction is of order \(k^4\).

As an illustration with round parameters, take a 3 nm well with \(m_l=1.0\,m_0\) and \(m_t=0.2\,m_0\). The barriers are 200 meV high, with \(m_l=1.6\,m_0\) and \(m_t=0.4\,m_0\). The tilt is that of the (111) case. Along it, the in-plane mass is \(0.733\,m_0\) in the well and \(1.200\,m_0\) in the barrier. The probability in the well is 0.896, so

\[
\frac{m_0}{m}=\frac{0.896}{0.733}+\frac{0.104}{1.200}\approx1.31,
\qquad m\approx0.764\,m_0 .
\]

The curvature of the full Hamiltonian at small \(k\) gives the same mass. At \(k=0.5\) nm⁻¹ the estimate (13) exceeds the solution of (12) by 0.0058 meV; at 1.5 nm⁻¹ it exceeds it by 0.533 meV. The ratio is about 92, whereas a pure \(k^4\) law would give \(3^4=81\); the rest comes from higher powers of \(k^2\). The excess cannot be negative, by the bound (13), whichever layer has the smaller \(\Omega\). The step in \(\Omega\) changes the barrier height relative to the well as \(k\) grows (here it lowers it), so \(\zeta_0\) is no longer the ground state of (12), and the true ground state lies below the estimate.

## Other conditions of validity

**Periodic potentials.** If \(V\) has period \(d\) and \(\psi(z+d)=e^{iqd}\psi(z)\), then (5) gives \(\zeta(z+d)=e^{i(q+\kappa)d}\zeta(z)\). The boundary condition on \(\zeta\) now contains the in-plane wave vector. The miniband energy is \(E_\nu(q+b/w_{33})\) plus the in-plane term of (1), and the two motions stay coupled unless the miniband is flat or \(w_{13}=w_{23}=0\).

**Lateral potentials.** If a potential \(U(\mathbf r)\) depends on the in-plane position \(\mathbf r\), then \(\mathbf k\) is an operator and the phase (5) is a translation of \(\mathbf r\) by \(gz/w_{33}\). The transformation turns \(U(\mathbf r)\) into \(U(\mathbf r+gz/w_{33})\), which in general mixes the in-plane and normal motions again. Exceptions include a \(U\) that is linear in \(\mathbf r\), which splits into an in-plane and a normal term, and a \(U\) that is constant along \(g\), which is unchanged.

## Order of operations

1. Choose orthonormal surface axes \(\mathbf e_1,\mathbf e_2,\mathbf n\), common to all valleys, and make them the rows of a matrix \(R\).
2. For each valley, form \(w\) in crystal axes and rotate it to \(RwR^{T}\).
3. Solve the one-dimensional problem with mass \(1/w_{33}\), once for each distinct value of \(w_{33}\).
4. Form \(\Omega\) from (1) and diagonalize it for the masses and directions. Equation (8) checks the arithmetic of this step, but not the rotation in step 2, which leaves \(\det w\) unchanged; for that, compare \(1/w_{33}\) with (9) for every valley, which tests the angle to the normal, and verify for \(\theta\ne0\) that the direction with mass \(m_b\) lies along the projection \(\mathbf u\) of the valley axis, which tests the in-plane axes.
5. Restore the phase (5) wherever states of different \(\mathbf k\) are combined or an operator contains \(k_z\).

If \(w\) varies with \(z\), replace steps 3 and 4 by solving (12) at each \(\mathbf k\), and use the phase \(\chi(z)\) in place of (5) in step 5. When \(k\) is small, the right side of (13) suffices for the ground level; a higher level needs the average of \(\Omega\) over its own density at \(\mathbf k=0\). The values behind the examples are listed in the numerical output.

## Values computed for the example and the checks

```
longitudinal mass m_l = 0.916 m0
transverse mass m_t = 0.190 m0
hbar^2/(2 m0) = 0.038100 eV nm^2
field F = 10.0 MV/m
Airy root magnitudes: 2.33811, 4.08795
Si(001), 4 valleys: m_z = 0.1900 m0
  in-plane masses 0.1900, 0.9160 m0; DOS mass 0.4172 m0
  subband bottoms 63.52, 111.06 meV
Si(001), 2 valleys: m_z = 0.9160 m0
  in-plane masses 0.1900, 0.1900 m0; DOS mass 0.1900 m0
  subband bottoms 37.60, 65.74 meV
Si(110), 4 valleys: m_z = 0.3147 m0
  in-plane masses 0.1900, 0.5530 m0; DOS mass 0.3241 m0
  subband bottoms 53.69, 93.87 meV
Si(110), 2 valleys: m_z = 0.1900 m0
  in-plane masses 0.1900, 0.9160 m0; DOS mass 0.4172 m0
  subband bottoms 63.52, 111.06 meV
Si(111), 6 valleys: m_z = 0.2582 m0
  in-plane masses 0.1900, 0.6740 m0; DOS mass 0.3579 m0
  subband bottoms 57.35, 100.27 meV
largest |full - formula|, 9 valley cases, 2 levels, k = (0.3, 0.5)/nm: 1.7e-04 meV
Si(111), valley [001], k = 0.5/nm along the tilt:
  w_22, w_23, w_33 = 2.4822, 1.9664, 3.8727 1/m0
  Omega_22 = 1.4837 1/m0
  Airy length = 2.4527 nm
  -b/w_33 = -0.25389 1/nm; grid <k_z> = -0.25388 1/nm
  1 - overlap with phase times Airy: 5.5e-13
  bottom 57.347 meV, in-plane 14.132 meV
  formula total = 71.479 meV
  full Hamiltonian = 71.479 meV
  coupling dropped: in-plane 23.643 meV, total 80.990 meV
  wrong in-plane mass 1/w_22 = 0.4029 m0
  wrong normal mass M_33 = 0.4320 m0
Layered model, same tilt, well 3 nm, barrier 200 meV:
  well m_l, m_t = 1.0, 0.2 m0; barrier 1.6, 0.4 m0
  in-plane tilt mass: well 0.7333, barrier 1.2000 m0
  probability in well = 0.8956
  subband mass: averaged 0.7644, from full H 0.7644 m0
  bottom = 49.627 meV
  k = 0.5/nm: full 62.0820, transformed 62.0819 meV
    additive 62.0877 meV, excess over transformed 0.0058 meV
  k = 1.5/nm: full 161.2465, transformed 161.2447 meV
    additive 161.7775 meV, excess over transformed 0.5327 meV
```
